# When the first-order Darwin Hamiltonian fails for coherently moving electrons

**Question.** The magnetic interaction between two slow electrons is smaller than their Coulomb repulsion by a factor of order $v^2/c^2$, and the Darwin Hamiltonian includes it to first order in $1/c^2$. If $N$ electrons in a region of size $R$ move together, how large can $N$ become before this first-order Hamiltonian is wrong, even though every electron is slow? What length does the answer define?

**Answer.**

### The velocity form and its inverse

I use atomic units with Gaussian electromagnetism, so $e=m=\hbar=1$ and the classical electron radius $e^2/(mc^2)$ is $r_e=1/c^2$. The electrons are neutralized by a fixed background. The Coulomb energy depends on positions alone and is the same in every Hamiltonian below, so only the part containing velocities or momenta is written.

In the Coulomb gauge, with retardation neglected, a current $\mathbf j$ produces the vector potential

$$\mathbf A(\mathbf k)=\frac{4\pi}{c\,k^2}\,(1-\hat{\mathbf k}\hat{\mathbf k})\cdot\mathbf j(\mathbf k).$$

In real space $4\pi/k^2$ becomes $1/r$. Since $\nabla^2(-r/2)=-1/r$, the function $4\pi/k^4$ becomes $-r/2$. A factor $\mathbf k\mathbf k$ becomes $-\nabla\nabla$, so $4\pi\mathbf k\mathbf k/k^4$ becomes $\tfrac12\nabla\nabla r=(1-\hat{\mathbf r}\hat{\mathbf r})/(2r)$. The difference of the two parts is the Darwin kernel

$$\frac1r-\frac{1-\hat{\mathbf r}\hat{\mathbf r}}{2r}=\frac{1+\hat{\mathbf r}\hat{\mathbf r}}{2r}.$$

A charge $q$ in a vector potential has the Lagrangian term $q\,\mathbf v\cdot\mathbf A/c$. Counting each pair once gives

$$L_2=\tfrac12\,v\cdot(1+K)\,v,\qquad K_{ij}=r_e\,\frac{1+\hat{\mathbf r}_{ij}\hat{\mathbf r}_{ij}}{2r_{ij}}\ (i\ne j),\qquad K_{ii}=0,$$

where $v$ collects all $3N$ velocity components. The single-particle term $v^4/(8c^2)$ is dropped. It is a correction of relative order $v^2/c^2$ and does not grow with $N$.

The canonical momentum is $p=\partial L_2/\partial v=(1+K)v$. Because $L_2$ is quadratic,

$$H=p\cdot v-L_2=\tfrac12\,v\cdot(1+K)v=\tfrac12\,p\cdot(1+K)^{-1}p .$$

The first-order Darwin Hamiltonian replaces the inverse by the start of its series:

$$H_1=\tfrac12\,p\cdot(1-K)\,p .$$

This step requires $K$ to be small, and $K$ contains no velocity. Slow motion therefore does not justify it. If $p$ is an eigenvector of $K$ with eigenvalue $\nu$, then $H$ has the factor $1/(1+\nu)$ and $H_1$ has $1-\nu$. The error relative to $H$ is

$$\frac{H-H_1}{H}=1-(1-\nu)(1+\nu)=\nu^2 .$$

For $\nu>1$ the first-order kinetic energy is negative.

### Size of the effect: uniform drift

Let the electrons fill a ball of radius $R$ uniformly, all with the same momentum. Each electron then feels the sum of $N-1$ kernels. The pair directions are isotropic, so $\hat{\mathbf r}\hat{\mathbf r}$ averages to $1/3$ and the kernel to $\tfrac12(1+\tfrac13)/r=\tfrac23/r$.

The mean of $1/r$ follows from the potential of a uniform ball, which per unit charge is $(3R^2-r^2)/(2R^3)$. With $\langle r^2\rangle=3R^2/5$ the mean is $(3-\tfrac35)/(2R)=6/(5R)$. For large $N$,

$$\bar\nu=\frac23\cdot\frac65\,\frac{N r_e}{R}=\frac45\,g,\qquad g=\frac{N r_e}{R}=\frac{Ne^2}{mc^2R}.$$

Thus $H_1$ equals the bare kinetic energy times $1-4g/5$, which vanishes at $g=5/4$. The full $H$ does not vanish there. For positive $1+K$, the Cauchy–Schwarz inequality gives $(p\cdot p)^2\le[p\cdot(1+K)^{-1}p]\,[p\cdot(1+K)p]$, so $H$ is at least $1/(1+\bar\nu)$ of the bare energy, which is one half at this threshold.

The factor $N$ requires coherence. For independent random momenta with zero mean, the average of $\mathbf p_i\cdot K_{ij}\cdot\mathbf p_j$ is zero for every pair.

Other flows have other coefficients, so there is no universal threshold. Coherence alone is not enough: the kernel acts only on the transverse (divergence-free) part of the current. A smooth radial flow, $\mathbf p\propto\mathbf r$, has no such part, and its coefficient is zero. Transverse flows that reverse direction on a finer scale have smaller coefficients than uniform drift and fail only at larger $g$. A numerical search for the largest eigenvalue of $K$, with 515 electrons on a cubic lattice filling a ball, gives $0.80\,g$. This value is not converged: it rises with the number of sites toward about $0.82\,g$ for the smooth ball, and uniform drift on the same lattice gives $0.78\,g$. In both cases the largest eigenvalue lies about 2 percent above the drift value, so uniform drift is close to the least favourable flow.

### Why the length is the skin depth

For density $n$ the plasma frequency obeys $\omega_p^2=4\pi n$, and the collisionless skin depth is $\lambda=c/\omega_p$. With $n=3N/(4\pi R^3)$,

$$\frac1{\lambda^2}=4\pi n r_e=\frac{3Nr_e}{R^3},\qquad x^2\equiv\frac{R^2}{\lambda^2}=3g .$$

So $g\sim1$ and $R\sim\lambda$ are the same condition up to a numerical factor. At fixed density $g$ grows as $R^2$.

An unbounded medium shows what happens at this length. For a transverse wave of wave number $k$, treated as a smooth flow, the kernel gives $\nu=4\pi n r_e/k^2=1/(k\lambda)^2$. Hence

$$\frac1{1+\nu}=\frac{k^2}{k^2+\lambda^{-2}}=1-\frac{\lambda^{-2}}{k^2+\lambda^{-2}},\qquad 1-\nu=1-\frac{\lambda^{-2}}{k^2}.$$

In the full form the interaction between momenta has the denominator $k^2+\lambda^{-2}$, in place of $k^2$. Acting on a divergence-free flow, this is a potential $e^{-r/\lambda}/r$, screened beyond $\lambda$. The first-order form keeps the unscreened $1/k^2$, and its energy is negative for $k\lambda<1$.

### A slowly changing current: rigid rotation

The Darwin Lagrangian itself neglects retardation, so it needs currents that change little while light crosses the system. Uniform drift of a finite ball fails this requirement near the threshold. A displacement $\mathbf d$ from a matching background produces a restoring acceleration $4\pi n\mathbf d/3$, hence, before magnetic corrections, oscillation at $\omega=\omega_p/\sqrt3$. At $g=5/4$, where $x=1.94$, this gives $R\omega/c=x/\sqrt3=1.12$. The drift result compares two functions of position and momentum, but it does not describe that oscillation reliably.

A rotating flow has no divergence, so to first order in the rotation rate $\Omega$ it builds up no charge. The forces that change it are of second order, with accelerations of order $\Omega^2R$. During the light-crossing time $R/c$ they change the velocity, which is of order $\Omega R$, only by a fraction of order $\Omega R/c$. This is small for slow rotation, $\Omega R\ll c$. Take $\mathbf p=\boldsymbol\Omega\times\mathbf r$, of magnitude $\Omega r\sin\theta$, and write the azimuthal components of $v$ and $Kv$ as $w(r)\sin\theta$ and $a(r)\sin\theta$. This flow has no divergence and does not cross the surface, so $Kv$ is the ordinary Coulomb integral of $n r_e\mathbf v$ and satisfies $\nabla^2(Kv)=-v/\lambda^2$. The Cartesian components have angular momentum $l=1$, so inside the ball

$$D a\equiv a''+\frac{2a'}r-\frac{2a}{r^2}=-\frac{w}{\lambda^2}.$$

Outside, $a\propto r^{-2}$. Continuity of $a$ and $a'$ then requires $(r^2a)'=0$ at $r=R$.

**First order.** Here $K$ acts on the bare flow $w=\Omega r$. Since $Dr=0$ and $Dr^3=10r$, the solution is $a=(\Omega/\lambda^2)(Br-r^3/10)$. The boundary condition $3BR^2-R^4/2=0$ gives $B=R^2/6$. The velocity $\partial H_1/\partial p=(1-K)p$ is therefore the bare velocity times

$$1-\frac{x^2}{6}+\frac{r^2}{10\lambda^2}.$$

At the centre it reverses sign for $x>\sqrt6$. For the energy this factor is averaged with weight $r^2$ over the ball. With $\langle r^4\rangle/\langle r^2\rangle=5R^2/7$,

$$\frac{H_1}{H_0}=1-x^2\left(\frac16-\frac1{14}\right)=1-\frac{2x^2}{21}=1-\frac{2g}{7},$$

where $H_0$ is the bare kinetic energy $\tfrac12p\cdot p$.

**Full inverse.** Now $w+a=\Omega r$. Applying $D$ gives $Dw=w/\lambda^2$, whose regular solution is

$$w=C\,i_1(r/\lambda),\qquad i_1(s)=\frac{s\cosh s-\sinh s}{s^2}.$$

Because $(s^2i_1)'=s\sinh s$, the boundary condition $3\Omega R^2=C\,(r^2i_1)'$ becomes $3\Omega R^2=C\lambda x\sinh x$, so $C=3\Omega R^2/(\lambda x\sinh x)=3\Omega R/\sinh x$.

The energy ratio is $\int_0^R r^3w\,dr$ divided by $\Omega R^5/5$. Using

$$\int_0^x s^3i_1\,ds=\int_0^x(s^2\cosh s-s\sinh s)\,ds=x^2\sinh x-3x\cosh x+3\sinh x,$$

one finds

$$\frac{H}{H_0}=\frac{5C\lambda^4}{\Omega R^5}\int_0^x s^3i_1\,ds=\frac{15}{x^2}\left[1-\frac{3(x\coth x-1)}{x^2}\right].$$

For small $x$, $x\coth x=1+x^2/3-x^4/45+2x^6/945-\dots$, and the ratio becomes $1-2x^2/21+\dots$, in agreement with $H_1$. For large $x$ it falls as $15/x^2$ and stays positive. In that limit $w$ decays inward as $e^{-(R-r)/\lambda}$, so the flow is confined to a surface layer of thickness $\lambda$.

The expansion in powers of $x^2$ has a limited range, because $\coth x$ has a pole at $x=i\pi$. The series converges for $x<\pi$ and diverges from $x=\pi$ onward. Adding higher-order terms of the series one by one therefore cannot repair $H_1$ for larger balls; the series must be resummed, or the inverse taken directly.

### Numbers

Take a model electron gas with 0.05 electrons per cubic angstrom. With $r_e=2.818\times10^{-5}$ angstrom,

$$\lambda=\left(4\pi\times0.05\times2.818\times10^{-5}\right)^{-1/2}\ \text{angstrom}=237.7\ \text{angstrom}.$$

Only the energy of the collective rotation is counted, and its bare value is set to 0.01 eV per electron. This value only fixes a scale, since the ratios $H_1/H_0$ and $H/H_0$ do not depend on it. It is far above steady currents in real metals: at $R=400$ angstrom it means a surface current density of about $6\times10^{14}$ A/m$^2$ and a field of about 9 T at the centre. The mean square bare speed of the rotation on the surface is then $6.5\times10^{-8}c^2$, so for this motion alone the neglected $p^4$ term is a relative correction of order $10^{-8}$. The random Fermi motion, which at this density carries about 3 eV per electron, is left out of the model. It would raise this correction to about $10^{-5}$, which is still negligible here.

For $R=400$ angstrom, $N=0.05\times4\pi R^3/3=1.34\times10^7$ and $g=Nr_e/R=0.944$. The first-order energy is $0.01\times(1-2\times0.944/7)=0.00730$ eV. The same steps give the other rows.

| $R$ (angstrom) | $g$ | $H_1/N$ (eV) | $H/N$ (eV) |
|---:|---:|---:|---:|
| 100 | 0.059 | 0.00983 | 0.00983 |
| 200 | 0.236 | 0.00933 | 0.00937 |
| 400 | 0.944 | 0.00730 | 0.00790 |
| 800 | 3.777 | −0.00079 | 0.00492 |

Solving numerically for the radius at which $H_1$ is 10 percent below $H$ gives 430 angstrom, or $1.81\lambda$, where $g=1.09$. For this flow, $g$ near one thus marks the loss of quantitative accuracy. Qualitative failure comes later: the central velocity of $H_1$ reverses beyond 582 angstrom ($g=2$), and its energy is negative beyond 770 angstrom ($g=3.5$). For uniform drift the energy of $H_1$ already vanishes at 460 angstrom.

At $R=800$ angstrom the first-order velocity at the centre is $-0.89$ times the bare one, while the full inverse gives $+0.23$. At the surface the factors are 0.24 and 0.63. The full solution shows a flow weakened most in the interior, as screening requires. The first-order form subtracts the whole unscreened magnetic response and overshoots.

For slowly varying coherent currents, the practical criterion is $Nr_e/R\ll1$. For a filled ball this is the same as $R\ll\lambda$. For other shapes it is not: a disc of radius $R$ and thickness $d\ll\lambda$ has $g=\pi n r_e R d=Rd/(4\lambda^2)$, so there the limiting radius is of order $\lambda^2/d$, much larger than $\lambda$. Beyond it one can keep the velocity form $L_2$ or invert $1+K$ in full.

All numerical values are calculated from the stated model.
